# Effective methyl diameter from a saturation density under two packing rules

## Problem

In atomic layer deposition of alumina, a pulse of trimethylaluminium, Al(CH₃)₃, leaves the surface covered with methyl groups. Suppose that uptake stops because the methyls leave no room for more, at a density

\[
n = 5\ \text{methyls per nm}^2 .
\]

Represent each methyl by a hard disk of diameter \(d\) on a flat plane. Disks may touch but not overlap, and \(n\) is counted per unit of true surface area.

(a) Find \(d\) if the disks form a hexagonal close-packed layer.

(b) Find \(d\) if the disks land one at a time at uniformly random places, never move afterwards, are refused if they would overlap an earlier disk, and keep arriving until no further disk fits. This process is called random sequential adsorption, and its final state is called the jammed state. Use the numerical value \(\theta = 0.547\) for the fraction of the plane covered at jamming.

(c) Without assuming either rule, between which limits must \(d\) lie if the layer is saturated, meaning that no further disk fits anywhere?

## Hints

1. Write the covered fraction \(\theta\) as the number of disks per area times the area of one disk. What else besides \(n\) must be known to obtain \(d\)?

2. For the hexagonal layer, find the area of a unit cell that contains one disk centre.

3. For part (c), join the disk centres into triangles whose circumscribed circles contain no other centre (a Delaunay triangulation). How large can such a circle be if no further disk fits?

4. The sine rule, side \(= 2R\sin(\text{opposite angle})\), then limits the angles of each triangle, and through them its area.

## Solution

### The density alone does not fix the diameter

One disk has area \(\pi d^2/4\), and there are \(n\) disks per unit area, so the covered fraction is

\[
\theta = n\,\frac{\pi d^2}{4}.
\]

Multiplying by \(4/(\pi n)\) and taking the positive root gives

\[
d = \sqrt{\frac{4\theta}{\pi n}} .
\]

The measured quantity is \(n\). The packing rule supplies \(\theta\), and at fixed \(n\) the inferred diameter grows as \(\sqrt{\theta}\). A rule that fills the plane well therefore assigns a larger disk to the same density.

### (a) Hexagonal packing

The centres form a triangular lattice with nearest-neighbour distance \(d\). Its primitive cell is a rhombus with two sides of length \(d\) at an angle of 60°. It contains one centre and has area

\[
a_{\rm hex} = d\cdot d\,\sin 60^\circ = \frac{\sqrt3}{2}\,d^2 .
\]

The density is one centre per cell:

\[
n = \frac{1}{a_{\rm hex}} = \frac{2}{\sqrt3\,d^2}
\quad\Longrightarrow\quad
d_{\rm hex} = \sqrt{\frac{2}{\sqrt3\,n}} .
\]

With \(n = 5\ \text{nm}^{-2}\),

\[
d_{\rm hex} = \sqrt{\frac{2}{1.732\times 5}}\ \text{nm}
= \sqrt{0.2309}\ \text{nm} = 0.48\ \text{nm} = 4.8\ \text{Å}.
\]

The corresponding coverage is

\[
\theta_{\rm hex} = \frac{\pi d^2/4}{\sqrt3\,d^2/2} = \frac{\pi}{2\sqrt3} = 0.907 .
\]

### (b) Random sequential adsorption

Inserting the jamming coverage into the general relation gives

\[
d_{\rm RSA} = \sqrt{\frac{4\times 0.547}{\pi\times 5}}\ \text{nm}
= \sqrt{0.1393}\ \text{nm} = 0.37\ \text{nm} = 3.7\ \text{Å}.
\]

The two answers differ by the factor

\[
\frac{d_{\rm hex}}{d_{\rm RSA}} = \sqrt{\frac{0.907}{0.547}} = 1.29 ,
\]

in which \(n\) has cancelled. A better measurement of the density would not remove this difference; knowledge of how the layer forms is needed.

The coverage in (b) is low because the disks cannot move. Gaps too small for a disk are left between them, and no later rearrangement merges these gaps into a usable site. The word "jamming" is also used for random close packing, in which disks are pushed together until they lock. That state has a coverage near 0.84, a rough value that depends on the procedure, and would give \(d = 0.46\) nm. The value 0.37 nm belongs to irreversible deposition without motion.

**Where the number 0.547 comes from.** It is a numerical result, and it can be obtained by carrying out the deposition. Throwing disks at the whole surface becomes inefficient near the end, when almost every attempt fails. The remedy is to divide the surface into small square cells and to discard each cell that lies wholly within distance \(d\) of an existing centre, since no new centre can lie there. Attempts are made uniformly in the remaining cells, which are then subdivided, and the process ends when no cell is left. The statistics are unchanged: the next successful disk is uniformly distributed over the free area in either case, because the discarded cells contain no free area.

Twelve such layers were grown in periodic boxes of side 18 nm, using disks of diameter 0.3732 nm, the unrounded answer to (b). They held 1627 disks on average, a density of \(5.023 \pm 0.009\ \text{nm}^{-2}\), where the uncertainty is one standard error of the mean. The coverage was \(0.5495 \pm 0.0010\). This lies 2.5 standard errors above 0.547, so the sample does not confirm the third digit. The discrepancy is 0.5% of the coverage and would change \(d\) from 0.3732 to 0.3741 nm, which leaves the two-digit answer as it is.

### (c) Limits for any saturated layer

Take a large periodic box, so that there are no edges, and form the Delaunay triangles of the disk centres. Let \(R\) be the circumradius of one triangle. Two facts hold for every triangle.

- Each side is at least \(d\), because disks do not overlap.
- \(R < d\). The circumcentre is at distance \(R\) from the three corners, and no other centre is closer. If \(R\) were \(d\) or more, another disk could be placed there, and the layer would not be saturated.

**Smallest triangle area.** For a side \(a\) opposite the angle \(A\), the sine rule gives

\[
\sin A = \frac{a}{2R} > \frac{d}{2d} = \frac12 ,
\]

so every angle exceeds 30°. The two smaller angles together exceed 60°, and the largest angle \(C\) is therefore less than 120°. Being the largest of three angles that sum to 180°, it is also at least 60°. Between 60° and 120° the sine is at least \(\sqrt3/2\). With \(a\) and \(b\) the sides that enclose \(C\),

\[
\text{area} = \tfrac12\,ab\sin C \;\ge\; \tfrac12\,d^2\,\frac{\sqrt3}{2} = \frac{\sqrt3}{4}\,d^2 .
\]

**Largest triangle area.** Substituting \(a = 2R\sin A\) and \(b = 2R\sin B\) gives

\[
\text{area} = \tfrac12\,ab\sin C = 2R^2\sin A\,\sin B\,\sin C .
\]

Since \(A + B = 180^\circ - C\), we have \(\cos(A+B) = -\cos C\), and the product formula for sines yields

\[
\sin A\sin B = \tfrac12\left[\cos(A-B) + \cos C\right] \le \tfrac12\,(1+\cos C).
\]

It remains to maximize \(f(C) = \tfrac12(1+\cos C)\sin C\). Its derivative is

\[
f'(C) = \tfrac12\left(\cos C + \cos^2 C - \sin^2 C\right)
= \tfrac12\,(2\cos C - 1)(\cos C + 1),
\]

which changes from positive to negative at \(\cos C = \tfrac12\). There \(f = \tfrac12\cdot\tfrac32\cdot\tfrac{\sqrt3}{2} = 3\sqrt3/8\), so

\[
\text{area} \le 2R^2\,\frac{3\sqrt3}{8} = \frac{3\sqrt3}{4}\,R^2 < \frac{3\sqrt3}{4}\,d^2 .
\]

**From triangles to disks.** In a periodic box the numbers of corners \(V\), edges \(E\) and triangles \(F\) satisfy \(V - E + F = 0\). Each triangle has three edges and each edge belongs to two triangles, so \(E = 3F/2\). Hence \(V = F/2\): there are two triangles per disk. The mean area per disk, \(1/n\), therefore obeys

\[
\frac{\sqrt3}{2}\,d^2 \;\le\; \frac1n \;<\; \frac{3\sqrt3}{2}\,d^2 .
\]

Solving each inequality for \(d\) gives

\[
\sqrt{\frac{2}{3\sqrt3\,n}} \;<\; d \;\le\; \sqrt{\frac{2}{\sqrt3\,n}},
\qquad\text{or}\qquad
0.28\ \text{nm} < d \le 0.48\ \text{nm}.
\]

The upper limit is the hexagonal answer of part (a). It also holds for unsaturated layers, because filling their holes can only raise the density. Thus 0.48 nm is the largest hard-disk diameter compatible with 5 methyls per nm², whatever their arrangement. The lower limit is approached by a triangular lattice stretched until its spacing is just below \(\sqrt3\,d\), when each hole is barely too small for another disk. In coverage, the limits are \(\pi/(6\sqrt3) = 0.302\) and 0.907, and random sequential adsorption lies between them.

The triangles of one simulated layer were tested against these statements. There were two per disk, all areas lay within the limits, and the largest circumradius was \(0.9997\,d\). This also shows that the layer was saturated. Consider the point whose distance to its nearest centre is largest. At least three centres must be equally near to it, since otherwise a small shift of the point would increase that distance. The point is therefore the circumcentre of a Delaunay triangle, and its distance to the nearest centre is at most \(0.9997\,d\), too small for another disk.

### Reading the result for a real surface

About 5 methyls per nm² is a rough typical value for alumina after a trimethylaluminium pulse. The van der Waals diameter of a methyl group is roughly 0.40 nm, which lies between the answers to (a) and (b). This does not establish an intermediate packing, because modest errors shift the answers noticeably. Since \(d \propto n^{-1/2}\), a small relative error in \(n\) produces half that relative error in \(d\), with opposite sign. A density of 4.5 instead of 5 per nm² gives 0.51 nm for hexagonal packing and 0.39 nm for random adsorption; 5.5 per nm² gives 0.46 and 0.36 nm. Roughness acts in the same way: if the density was quoted per projected area and the true area is 10% larger, both diameters rise by about 5%.

A methyl is also not hard. If its repulsion is assumed to follow \(r^{-12}\), and the effective diameter is taken as the distance at which the repulsion equals \(k_{\rm B}T\), then \(d \propto T^{-1/12}\). Between 450 and 600 K the diameter shrinks by 2.4%. This is only the drift with temperature. The diameter defined in this way can itself be smaller than the van der Waals value. Take a Lennard-Jones methyl with a well depth of about \(100\ \text{K}\times k_{\rm B}\) and an assumed \(\sigma\) between 0.356 nm (which puts the minimum at 0.40 nm) and 0.375 nm. The \(r^{-12}\) term alone then gives 0.35 to 0.37 nm at 473 K, 8 to 12% below 0.40 nm. Setting the full potential, attraction included, equal to \(k_{\rm B}T\) gives 0.33 to 0.34 nm, 14 to 18% below, with a drift of only 1.4% between 450 and 600 K. The packing rule changes \(d\) by 29% relative to the random-adsorption value. Real ligands are bonded to aluminium atoms, which attach at particular surface sites, and they may react or rearrange. Neither rule includes this. Two methyls on the same aluminium atom are also held close: with an Al–C bond of 0.196 to 0.200 nm their carbons are 0.34 to 0.35 nm apart at a C–Al–C angle of 120°, less than the answers to (a) and (b). Such methyls would overlap as disks of either size, so the limits of part (c), which assume no overlap, need not hold for a real layer that contains them. The lower limit also assumes that a single disk can be added wherever it fits. If the arriving unit is larger than one methyl, uptake can nearly stop while holes for one disk remain: after 2000 attempts per area \(d^2\) with touching pairs, a simulated layer had a coverage of 0.51 and circumradii up to \(1.3\,d\), so the condition \(R < d\) did not hold.

## Variation 1: predict the density from the size

*Take \(d = 0.40\) nm as given. What saturation density does each rule predict, and what coverage does 5 per nm² imply?*

Solving the definition of coverage for the density gives \(n = 4\theta/(\pi d^2)\). Then

\[
n_{\rm hex} = \frac{4\times 0.907}{\pi\,(0.40)^2} = 7.2\ \text{nm}^{-2},
\qquad
n_{\rm RSA} = \frac{4\times 0.547}{\pi\,(0.40)^2} = 4.4\ \text{nm}^{-2}.
\]

The given density corresponds to

\[
\theta = 5\times\frac{\pi\,(0.40)^2}{4} = 0.63 .
\]

Within the hard-disk model, a layer of 0.40 nm disks at 5 per nm² is denser than random sequential adsorption allows, so some motion or ordering would be required. The conclusion is fragile: reducing the diameter by 7%, to 0.37 nm, removes it, and it does not carry over to a real layer in which methyls on the same aluminium atom lie closer than 0.40 nm.

## Variation 2: the pulse ends before saturation

*Suppose that 5 per nm² was measured after a finite number of random attempts, before jamming. How does the inferred diameter change?*

The relation \(d = \sqrt{4\theta/(\pi n)}\) still holds, but \(\theta\) is now the coverage reached at that dose. Simulated deposition of single disks gives the following, with the dose counted in attempts per area \(d^2\). Each coverage is a mean of three runs and is uncertain by about 0.002:

- after 10 attempts, \(\theta = 0.466\) and \(d = 0.34\) nm;
- after 100 attempts, \(\theta = 0.518\) and \(d = 0.36\) nm.

Assuming saturation when only 10 attempts were made would thus overstate the diameter: 0.37 nm instead of 0.34 nm.

To relate this to a pulse, use the rate at which gas molecules of mass \(m\) at pressure \(P\) strike unit area, \(P/\sqrt{2\pi m k_{\rm B}T}\). For trimethylaluminium at 0.1 Torr and 473 K, a pulse of 0.1 s brings about 2650 hits per area \(d^2\), with the unrounded \(d = 0.3732\) nm. If a fraction \(s\) of the hits count as adsorption attempts, with one disk per molecule as a simplification (a molecule can leave more than one methyl), 100 attempts require

\[
s = \frac{100}{2650} = 0.038 .
\]

With the diameter inferred at this dose, 0.363 nm, the count is about 2500 hits and \(s = 0.040\), so the estimate is \(s \approx 0.04\). It applies to an open, flat surface at the stated pressure. Inside a deep trench the local pressure may be lower, and a longer pulse is then needed for the same dose.

The methyls may also arrive in pairs, as when Al(CH₃)₂ attaches. Model a pair as two touching disks in a random orientation, refused as a whole if either disk overlaps an earlier one. After 100 pair attempts per \(d^2\) the coverage is 0.48 to 0.49, and the inferred diameter is about 0.35 nm, compared with 0.36 nm for single disks at the same number of attempts. Touching disks of the inferred size are about 0.353 nm apart, slightly more than the real separation of 0.34 to 0.35 nm. That separation is roughly \(0.95\,d\) to \(0.98\,d\). With the two centres \(0.94\,d\) to \(0.97\,d\) apart, \(n\pi d^2/4\) is about 0.50 and the inferred diameter about 0.356 nm, a small change. This comparison is made at a fixed, finite dose and does not give the jamming coverage of pairs.

## Computed results

```
input methyl density: 5.0 per nm^2
hexagonal coverage: 0.9069
RSA coverage used: 0.547
diameter, hexagonal: 0.4806 nm = 4.81 angstrom
diameter, RSA: 0.3732 nm = 3.73 angstrom
ratio hexagonal/RSA diameter: 1.288
lowest coverage of any saturated layer: 0.3023
smallest diameter of any saturated layer: 0.2775 nm
hexagonal density by counting: 5.005 per nm^2
RSA box side: 18.0 nm, independent layers: 12
mean disks per RSA layer: 1627
RSA density simulated: 5.023 +- 0.009 per nm^2
RSA coverage simulated: 0.5495 +- 0.0010
diameter from simulated coverage: 0.3741 nm
triangles per disk in last layer: 2.000
largest circumradius / d: 0.9997
smallest triangle side / d: 1.0000
random close packing coverage (rough): 0.84
diameter, random close packing: 0.462 nm
van der Waals diameter (rough input): 0.40 nm
coverage it implies at input density: 0.628
density allowed at that size, hexagonal: 7.22 per nm^2
density allowed at that size, RSA: 4.35 per nm^2
density 4.5 per nm^2: hexagonal 0.507 nm, RSA 0.393 nm
density 5.5 per nm^2: hexagonal 0.458 nm, RSA 0.356 nm
10 attempts per d^2, singles: coverage 0.466, inferred d 0.344 nm
10 attempts per d^2, pairs: coverage 0.438, inferred d 0.334 nm
100 attempts per d^2, singles: coverage 0.518, inferred d 0.363 nm
100 attempts per d^2, pairs: coverage 0.491, inferred d 0.353 nm
pulse: 0.1 Torr, 473 K, 0.1 s
gas hits per d^2 in the pulse: 2650
sticking chance needed for 100 attempts per d^2: 0.038
soft-core shrinkage of d, 450 to 600 K: 2.4 percent
```
